# Janak's theorem and fractional charges in defect calculations: verification in Python

```python
"""Janak's theorem: dE/df_i = eps_i for relaxed orbitals, other fillings fixed.

f     : filling of the defect orbital (0 = cation, 1 = neutral)
E(f)  : self-consistent total energy;  eps(f) : eigenvalue of that orbital
Delta : E(1) - E(0), vertical charge transition level on the vacuum scale
K     : eps(1) - eps(0), measure of the curvature of E(f)
mu    : electron chemical potential of a reservoir
Tests: SiH3 (silicon dangling bond) with fractional fillings, and a model
defect in charged periodic cells, where the image-charge laws are
E_L = E_inf - alpha q^2/(2L) and eps_L = eps_inf + alpha q/L, q = charge,
up to terms of order 1/L^3.
"""
import numpy as np
from scipy import constants as const
from scipy.fft import rfftn, irfftn
from scipy.optimize import minimize_scalar
from scipy.special import erfc
from pyscf import gto, scf, dft

HA = const.physical_constants["Hartree energy in eV"][0]
SOMO = 8      # index of the dangling-bond orbital, spin up
INNER = 5     # index of a nondegenerate Si-H bonding orbital, spin up
BOND = 1.48   # angstrom


def build_molecule(sin_tilt, basis="def2-svp", charge=0):
    cos_tilt = np.sqrt(1 - sin_tilt**2)
    atoms = [("Si", (0.0, 0.0, 0.0))]
    for k in range(3):
        angle = 2 * np.pi * k / 3
        atoms.append(("H", (BOND * cos_tilt * np.cos(angle),
                            BOND * cos_tilt * np.sin(angle),
                            -BOND * sin_tilt)))
    return gto.M(atom=atoms, basis=basis, charge=charge,
                 spin=1 - charge, verbose=0)


def build_grid(mol):
    grid = dft.gen_grid.Grids(mol)
    grid.atom_grid = (50, 194)
    grid.build()
    return grid


def run_scf(mol, grid, filling, mix=0.0, inner=1.0, guess=None):
    """Self-consistent PBE (exact-exchange fraction mix) at fixed fillings."""
    mf = dft.UKS(mol)
    mf.xc = "PBE,PBE"
    if mix > 0:
        mf.xc = f"{mix:.6f}*HF + {1 - mix:.6f}*PBE, PBE"
    mf.grids = grid
    mf.small_rho_cutoff = 0
    mf.conv_tol = 1e-10
    mf.conv_tol_grad = 2e-6
    mf.max_cycle = 100

    def fixed_fillings(mo_energy=None, mo_coeff=None):
        occ = np.zeros(np.shape(mo_energy))
        occ[:, :SOMO] = 1.0
        occ[0, INNER] = inner
        occ[0, SOMO] = filling
        return occ

    mf.get_occ = fixed_fillings
    mf.kernel(dm0=guess)
    assert mf.converged
    return mf


def level(mf, index=SOMO):
    return mf.mo_energy[0][index]


# ---------- SiH3: eigenvalue against slope of the total energy ----------
mol = build_molecule(1 / 3)          # tetrahedral angles
grid = build_grid(mol)
neutral = run_scf(mol, grid, 1.0)
start = np.asarray(neutral.make_rdm1())
node = 0.5 * np.sqrt(0.6)            # three-point Gauss-Legendre on [0, 1]
step = 0.01
runs = {1.0: neutral}
for f in (0.0, 0.5 - node, 0.5 - step, 0.5, 0.5 + step, 0.5 + node):
    runs[f] = run_scf(mol, grid, f, guess=start)
half = runs[0.5]
e_low, e_high = runs[0.5 - step].e_tot, runs[0.5 + step].e_tot
slope = (e_high - e_low) / (2 * step)
assert abs(slope - level(half)) < 3e-5

hole = run_scf(mol, grid, 1.0, inner=0.98, guess=start)
inner_slope = (neutral.e_tot - hole.e_tot) / 0.02
inner_level = 0.5 * (level(neutral, INNER) + level(hole, INNER))
assert abs(inner_slope - inner_level) < 3e-5

delta = neutral.e_tot - runs[0.0].e_tot
integral = (5 * level(runs[0.5 - node]) + 8 * level(half)
            + 5 * level(runs[0.5 + node])) / 18
# tolerance covers the three-point quadrature error
assert abs(delta - integral) < 5e-4
curv = level(neutral) - level(runs[0.0])
assert curv > 0
assert abs(delta - level(half)) < 0.1 * abs(delta - level(neutral))

# ---------- frozen orbitals: same slope, larger curvature ----------
orbital = half.mo_coeff[0][:, SOMO]
dm_half = np.asarray(half.make_rdm1())
h_core = half.get_hcore()


def frozen_energy(change):
    dm = dm_half.copy()
    dm[0] += change * np.outer(orbital, orbital)
    return half.energy_tot(dm, h_core, half.get_veff(mol, dm))


fr_minus, fr_zero, fr_plus = [frozen_energy(c) for c in (-step, 0.0, step)]
frozen_slope = (fr_plus - fr_minus) / (2 * step)
frozen_curv = (fr_plus - 2 * fr_zero + fr_minus) / step**2
relaxed_curv = (level(runs[0.5 + step]) - level(runs[0.5 - step])) / (2 * step)
assert abs(frozen_slope - level(half)) < 3e-5
assert frozen_curv > relaxed_curv > 0

# ---------- reservoir: spurious fractional filling ----------
lowering = 0.5 * (neutral.e_tot + runs[0.0].e_tot) - half.e_tot
assert lowering > 0 and abs(lowering / (curv / 8) - 1) < 0.1
temperature = 900.0
kt = const.k * temperature / const.e
mu_offset = 0.5
mu = delta * HA + mu_offset
f_fit = np.array([0.0, 0.5 - node, 0.5, 0.5 + node, 1.0])
e_fit = np.array([(runs[f].e_tot - runs[0.0].e_tot) * HA for f in f_fit])
energy_poly = np.polyfit(f_fit, e_fit, 4)


def grand_potential(f):
    entropy = -f * np.log(f) - (1 - f) * np.log(1 - f)
    return np.polyval(energy_poly, f) - mu * f - kt * entropy


f_thermal = minimize_scalar(grand_potential, bounds=(1e-6, 1 - 1e-6),
                            method="bounded", options={"xatol": 1e-9}).x
thermal = run_scf(mol, grid, f_thermal, guess=dm_half)
eps_thermal = level(thermal) * HA
eps_fermi = mu + kt * np.log((1 - f_thermal) / f_thermal)
# tolerance covers the quartic interpolation of E(f)
assert abs(eps_thermal - eps_fermi) < 0.05
cation_share = 1 / (1 + 2 * np.exp(mu_offset / kt))   # neutral is a doublet
spin_gap = (half.mo_energy[1][SOMO] - level(half)) * HA
assert spin_gap > 0

# ---------- exact exchange: removing the curvature ----------
mix_high = 0.9
high1 = run_scf(mol, grid, 1.0, mix=mix_high, guess=start)
high0 = run_scf(mol, grid, 0.0, mix=mix_high, guess=runs[0.0].make_rdm1())
curv_high = level(high1) - level(high0)
mix_flat = mix_high * curv / (curv - curv_high)
flat1 = run_scf(mol, grid, 1.0, mix=mix_flat, guess=high1.make_rdm1())
flat0 = run_scf(mol, grid, 0.0, mix=mix_flat, guess=high0.make_rdm1())
curv_flat = level(flat1) - level(flat0)
delta_flat = flat1.e_tot - flat0.e_tot
assert abs(curv_flat) < 0.05 * curv
assert abs(delta_flat - level(flat1)) * HA < 0.3

# ---------- sizes of neglected effects ----------
planar = build_molecule(0.0)
planar_cation = run_scf(planar, build_grid(planar), 0.0)
flattening = (runs[0.0].e_tot - planar_cation.e_tot) * HA
assert flattening > 0


def hartree_fock_delta(basis):
    energies = []
    for charge in (0, 1):
        mf = scf.UHF(build_molecule(1 / 3, basis, charge))
        energies.append(mf.kernel())
        assert mf.converged
    return (energies[0] - energies[1]) * HA


basis_shift = hartree_fock_delta("def2-tzvp") - hartree_fock_delta("def2-svp")


# ---------- charged periodic cells ----------
def madelung(eta):
    """alpha of a unit cubic lattice of charges in a uniform background."""
    m = np.arange(-6, 7)
    r2 = (m[:, None, None]**2 + m[None, :, None]**2
          + m[None, None, :]**2).ravel()
    r2 = r2[r2 > 0].astype(float)
    r, g2 = np.sqrt(r2), 4 * np.pi**2 * r2
    site = (np.sum(erfc(eta * r) / r)
            + np.sum(4 * np.pi / g2 * np.exp(-g2 / (4 * eta**2)))
            - 2 * eta / np.sqrt(np.pi) - np.pi / eta**2)
    return -site


alpha = madelung(2.0)
assert abs(alpha - madelung(2.5)) < 1e-9
SPACING, NUCLEUS, WIDTH = 0.5, 2.0, 0.7   # bohr, e, bohr


def solve_cell(points, filling):
    """Energy and eigenvalue of one spin orbital in a periodic cube."""
    dv = SPACING**3
    shape = (points, points, points)
    g = 2 * np.pi * np.fft.fftfreq(points, SPACING)
    g_half = 2 * np.pi * np.fft.rfftfreq(points, SPACING)
    x = np.fft.fftfreq(points, 1 / points) * SPACING
    g2 = (g[:, None, None]**2 + g[None, :, None]**2
          + g_half[None, None, :]**2)
    r2 = x[:, None, None]**2 + x[None, :, None]**2 + x[None, None, :]**2
    coulomb = np.zeros_like(g2)
    coulomb[g2 > 0] = 4 * np.pi / g2[g2 > 0]

    def filtered(field, factor):
        return irfftn(factor * rfftn(field), s=shape)

    nucleus = NUCLEUS * irfftn(np.exp(-g2 * WIDTH**2 / 2), s=shape) / dv
    c_x = (6 / np.pi)**(1 / 3)
    phi = np.exp(-r2 / 2)
    phi /= np.sqrt(np.sum(phi**2) * dv)
    for _ in range(400):
        density = filling * phi**2
        charge = nucleus - density
        potential = filtered(charge, coulomb)
        kinetic = filtered(phi, g2 / 2)
        h_phi = kinetic - (potential + c_x * np.cbrt(density)) * phi
        eps = np.sum(phi * h_phi) * dv
        residual = h_phi - eps * phi
        if np.sqrt(np.sum(residual**2) * dv) < 1e-7:
            break
        phi = phi - filtered(residual, 1 / (g2 / 2 + 1))
        phi /= np.sqrt(np.sum(phi**2) * dv)
    else:
        raise RuntimeError("periodic cell did not converge")
    energy = dv * (filling * np.sum(phi * kinetic)
                   + 0.5 * np.sum(charge * potential)
                   - 0.75 * c_x * np.sum(density * np.cbrt(density)))
    return energy, eps


def inverse_length_coefficients(sizes, values):
    """1/L coefficients of energy and eigenvalue, with a 1/L^3 term."""
    powers = np.column_stack([np.ones(3), 1 / sizes, 1 / sizes**3])
    return np.linalg.solve(powers, values)[1]


cell_f = 0.5
cell_q = NUCLEUS - cell_f
cell_points = np.array([20, 25, 32, 30, 36, 48])   # small set, large set
lengths = cell_points * SPACING
cells = np.array([solve_cell(n, cell_f) for n in cell_points])
cell_slope = (solve_cell(20, cell_f + 0.005)[0]
              - solve_cell(20, cell_f - 0.005)[0]) / 0.01
assert abs(cell_slope - cells[0, 1]) < 3e-5
laws = np.array([-alpha * cell_q**2 / 2, alpha * cell_q])
small = inverse_length_coefficients(lengths[:3], cells[:3])
large = inverse_length_coefficients(lengths[3:], cells[3:])
small_dev, large_dev = small / laws - 1, large / laws - 1
assert np.all(np.abs(large_dev) < 0.005)
assert abs(large_dev[0]) < abs(small_dev[0])

# silicon host: rough permittivity and lattice constant, 3x3x3 cubic cells
permittivity, side = 11.7, 3 * 0.543
coulomb_ev_nm = const.e / (4 * np.pi * const.epsilon_0) * 1e9
image_energy = alpha * coulomb_ev_nm / (2 * permittivity * side)
image_level = -alpha * coulomb_ev_nm / (permittivity * side)
born_radius = 0.25
born = (1 - 1 / permittivity) * coulomb_ev_nm / (2 * born_radius)

# ---------- output ----------
print("SiH3, PBE/def2-SVP, vacuum scale")
print(f"Si-H bond length: {BOND:.2f} angstrom")
for f in sorted(runs):
    print(f"f = {f:.4f}: E(f)-E(0) = {(runs[f].e_tot-runs[0.0].e_tot)*HA:.4f}"
          f" eV, eps = {level(runs[f])*HA:.4f} eV")
print(f"slope dE/df at f=1/2: {slope*HA:.4f} eV")
print(f"frozen-orbital slope at f=1/2: {frozen_slope*HA:.4f} eV")
print(f"inner orbital, slope for f 0.98 to 1: {inner_slope*HA:.4f} eV")
print(f"inner orbital, mean eigenvalue: {inner_level*HA:.4f} eV")
print(f"Delta = E(1)-E(0): {delta*HA:.4f} eV")
print(f"Gauss integral of eps over f: {integral*HA:.4f} eV")
print(f"Delta - eps(1/2): {(delta-level(half))*HA:.4f} eV")
print(f"Delta - eps(1): {(delta-level(neutral))*HA:.4f} eV")
print(f"K = eps(1)-eps(0): {curv*HA:.4f} eV")
print(f"relaxed curvature at f=1/2: {relaxed_curv*HA:.3f} eV")
print(f"frozen curvature at f=1/2: {frozen_curv*HA:.3f} eV")
print(f"lowering of f=1/2 below the line: {lowering*HA:.4f} eV")
print(f"K/8: {curv*HA/8:.4f} eV")
print(f"temperature: {temperature:.0f} K, kT: {kt:.4f} eV")
print(f"mu - Delta: {mu_offset:.2f} eV, mu: {mu:.4f} eV")
print(f"mean-field thermal filling: {f_thermal:.4f}")
print(f"eps at that filling, SCF: {eps_thermal:.4f} eV")
print(f"eps required by Fermi function: {eps_fermi:.4f} eV")
print(f"cation share, integer charge states: {cation_share:.2e}")
print(f"K at exact-exchange fraction {mix_high:.1f}: {curv_high*HA:.4f} eV")
print(f"fraction for zero K, interpolated: {mix_flat:.4f}")
print(f"K at that fraction: {curv_flat*HA:.4f} eV")
print(f"Delta at that fraction: {delta_flat*HA:.4f} eV")
print(f"eps(1) at that fraction: {level(flat1)*HA:.4f} eV")
print(f"eps(0) at that fraction: {level(flat0)*HA:.4f} eV")
print("Neglected effects")
print(f"cation energy gain on flattening: {flattening:.4f} eV")
print(f"Delta shift SVP to TZVP, Hartree-Fock: {basis_shift:.4f} eV")
print(f"spin-down level above spin-up, f=1/2: {spin_gap:.4f} eV")
print(f"Born host shift, radius {born_radius:.2f} nm: {born:.2f} eV")
print(f"Model cell: Z = {NUCLEUS:.1f}, f = {cell_f:.1f}, q = {cell_q:.1f} e,"
      f" nuclear width {WIDTH:.1f} bohr")
for size, (energy, eps) in zip(lengths, cells):
    print(f"L = {size:.1f} bohr: E = {energy:.6f}, eps = {eps:.6f} hartree")
print(f"slope dE/df at L = {lengths[0]:.1f} bohr: {cell_slope:.6f} hartree")
print(f"alpha (Ewald): {alpha:.6f}")
print(f"1/L coefficient of E, large cells: {large[0]:.4f},"
      f" law {laws[0]:.4f} hartree bohr")
print(f"1/L coefficient of eps, large cells: {large[1]:.4f},"
      f" law {laws[1]:.4f} hartree bohr")
print(f"deviation from law, L = 10 to 16 bohr: E {100*small_dev[0]:.3f} %,"
      f" eps {100*small_dev[1]:.3f} %")
print(f"deviation from law, L = 15 to 24 bohr: E {100*large_dev[0]:.3f} %,"
      f" eps {100*large_dev[1]:.3f} %")
print(f"Si cell: L = {side:.3f} nm, rough permittivity {permittivity:.1f}")
print(f"energy correction, q=+1: {image_energy:.4f} eV")
print(f"eigenvalue correction, q=+1: {image_level:.4f} eV")
print("checks complete")
```

Running it gives:

```
SiH3, PBE/def2-SVP, vacuum scale
Si-H bond length: 1.48 angstrom
f = 0.0000: E(f)-E(0) = 0.0000 eV, eps = -12.4536 eV
f = 0.1127: E(f)-E(0) = -1.3661 eV, eps = -11.7763 eV
f = 0.4900: E(f)-E(0) = -5.3266 eV, eps = -9.1623 eV
f = 0.5000: E(f)-E(0) = -5.4179 eV, eps = -9.0896 eV
f = 0.5100: E(f)-E(0) = -5.5084 eV, eps = -9.0168 eV
f = 0.8873: E(f)-E(0) = -8.3866 eV, eps = -6.2306 eV
f = 1.0000: E(f)-E(0) = -9.0415 eV, eps = -5.3920 eV
slope dE/df at f=1/2: -9.0896 eV
frozen-orbital slope at f=1/2: -9.0895 eV
inner orbital, slope for f 0.98 to 1: -13.3588 eV
inner orbital, mean eigenvalue: -13.3588 eV
Delta = E(1)-E(0): -9.0415 eV
Gauss integral of eps over f: -9.0417 eV
Delta - eps(1/2): 0.0481 eV
Delta - eps(1): -3.6495 eV
K = eps(1)-eps(0): 7.0616 eV
relaxed curvature at f=1/2: 7.276 eV
frozen curvature at f=1/2: 8.682 eV
lowering of f=1/2 below the line: 0.8971 eV
K/8: 0.8827 eV
temperature: 900 K, kT: 0.0776 eV
mu - Delta: 0.50 eV, mu: -8.5415 eV
mean-field thermal filling: 0.5726
eps at that filling, SCF: -8.5594 eV
eps required by Fermi function: -8.5642 eV
cation share, integer charge states: 7.92e-04
K at exact-exchange fraction 0.9: -0.5276 eV
fraction for zero K, interpolated: 0.8374
K at that fraction: -0.0050 eV
Delta at that fraction: -9.2520 eV
eps(1) at that fraction: -9.2004 eV
eps(0) at that fraction: -9.1954 eV
Neglected effects
cation energy gain on flattening: 0.8615 eV
Delta shift SVP to TZVP, Hartree-Fock: 0.0286 eV
spin-down level above spin-up, f=1/2: 1.2218 eV
Born host shift, radius 0.25 nm: 2.63 eV
Model cell: Z = 2.0, f = 0.5, q = 1.5 e, nuclear width 0.7 bohr
L = 10.0 bohr: E = 0.793634, eps = -0.509960 hartree
L = 12.5 bohr: E = 0.855227, eps = -0.588293 hartree
L = 16.0 bohr: E = 0.909746, eps = -0.659363 hartree
L = 15.0 bohr: E = 0.896709, eps = -0.642288 hartree
L = 18.0 bohr: E = 0.931545, eps = -0.688004 hartree
L = 24.0 bohr: E = 0.975375, eps = -0.745868 hartree
slope dE/df at L = 10.0 bohr: -0.509960 hartree
alpha (Ewald): 2.837297
1/L coefficient of E, large cells: -3.1917, law -3.1920 hartree bohr
1/L coefficient of eps, large cells: 4.2565, law 4.2559 hartree bohr
deviation from law, L = 10 to 16 bohr: E -0.522 %, eps 1.141 %
deviation from law, L = 15 to 24 bohr: E -0.009 %, eps 0.013 %
Si cell: L = 1.629 nm, rough permittivity 11.7
energy correction, q=+1: 0.1072 eV
eigenvalue correction, q=+1: -0.2144 eV
checks complete
```
